# Linear vacuum divergence of the energy of a charged monolayer supercell, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem for a given charge distribution

Place one positive elementary charge in each cell of a flat hexagonal lattice of period 2.12 nm. Repeat this layer along the normal with period \(L\), and neutralize everything with a uniform negative background. The electrostatic energy per cell is −0.656 eV at \(L=4\) nm, 0.119 eV at 8 nm and 1.668 eV at 16 nm. One might expect the energy to settle as the layers move apart. Instead it rises by 0.775 eV over the first 4 nm and by 1.550 eV over the next 8 nm, which is 0.194 eV per nanometre in both intervals. The in-plane lattice and the charge were held fixed throughout.

This matters for defect calculations. A charged defect in a two-dimensional material is often modelled by a supercell that is periodic in all three directions, with vacuum between the sheets and a uniform background that makes the cell neutral. More vacuum is meant to isolate the sheet. The theorem below shows what it does to the energy.

### Setting and statement

Gaussian units are used. The sheet lies near \(z=0\) and is periodic in its plane with cell area \(A\). Its charge density \(\rho(\mathbf r)\) includes nuclei and electrons and integrates to \(q\) over one cell. The assumptions are these.

1. The in-plane lattice and \(q\) are fixed while \(L\) changes.
2. The sheet's charge lies within \(|z|\le w\), where \(w\) does not depend on \(L\), and \(L>2w\). The exponentially small tails of real bound electrons are neglected.
3. A background of density \(-q/(AL)\) fills the whole cell, sheet and vacuum alike.
4. The electrostatic potential \(\phi\) is periodic along \(z\), so the field has zero mean over the cell.

The electrostatic energy per cell is that of sheet plus background,

\[
U_L=\frac{1}{8\pi}\int_{\rm cell}|\mathbf E|^2\,d^3r
=\frac12\int_{\rm cell}\rho_{\rm tot}\,\phi\,d^3r ,\qquad
\rho_{\rm tot}=\rho-\frac{q}{AL}.
\]

The two forms agree because \(|\mathbf E|^2=-\mathbf E\cdot\nabla\phi=-\nabla\cdot(\phi\mathbf E)+\phi\,\nabla\cdot\mathbf E\). The divergence integrates to a surface term that cancels between opposite faces of the periodic cell, and \(\nabla\cdot\mathbf E=4\pi\rho_{\rm tot}\). Adding a constant to \(\phi\) changes nothing, since \(\rho_{\rm tot}\) integrates to zero. For point charges the infinite self-energies are removed; they do not depend on \(L\).

**Theorem.** (a) For a given charge distribution obeying assumptions 1 to 4,

\[
U_L=\frac{\pi q^2}{6A}\,L+C+O(1/L)\qquad(L\to\infty),
\]

where \(C\) depends on the distribution but not on \(L\).

(b) If the sheet can respond to the field, its total energy has the same linear term, provided that its charge stays bound in the sense made precise in the second half.

In SI units \(q^2\) is replaced by \(q^2/(4\pi\varepsilon_0)\), so the slope becomes \(q^2/(24\varepsilon_0A)\).

### Lemma 1: the ideally thin sheet

**Lemma 1.** If the charge is spread uniformly over the plane \(z=0\), then \(U_L=\pi q^2L/(6A)\) with no further terms.

*Proof.* The field has only a \(z\) component, and Gauss's law reads

\[
\frac{dE_z}{dz}=4\pi\left[\frac qA\,\delta(z)-\frac{q}{AL}\right].
\]

At the sheet the field jumps by \(4\pi q/A\). Reflection in the plane \(z=0\) leaves the charges unchanged and reverses \(E_z\), so \(E_z\) is odd and the jump is shared equally: \(E_z(0^+)=2\pi q/A\). Moving into the vacuum, the background lowers the field at the constant rate \(4\pi q/(AL)\). Therefore

\[
E_z(z)=\frac{2\pi q}{A}\left(1-\frac{2z}{L}\right),\qquad 0<z\le \frac L2 ,
\]

with the opposite sign for negative \(z\). The field vanishes at \(z=L/2\), midway between neighbouring sheets, so it continues smoothly into the next cell. Its mean is zero because it is odd.

The two halves of the cell hold equal energy:

\[
U_L=\frac{A}{8\pi}\cdot 2\left(\frac{2\pi q}{A}\right)^2\int_0^{L/2}\left(1-\frac{2z}{L}\right)^2dz .
\]

With \(x=1-2z/L\) and \(dz=-(L/2)\,dx\), the integral is \((L/2)\int_0^1x^2dx=L/6\). Hence

\[
U_L=\frac{A}{8\pi}\cdot2\cdot\frac{4\pi^2q^2}{A^2}\cdot\frac L6=\frac{\pi q^2L}{6A}.\qquad\blacksquare
\]

*Remark.* The proof shows the origin of the divergence. The field at the sheet is \(2\pi q/A\) whatever the value of \(L\). More vacuum does not weaken the field; it stretches the same triangular profile over a larger volume. The factor 1/3 from averaging \(x^2\) is the only trace of the profile's shape.

The total background charge is also fixed at \(-q\). Its density falls as \(1/L\), but its mean distance from the sheet grows as \(L\). Dilution therefore does not make it harmless.

### Lemma 2: separating the lateral average

A real sheet is neither thin nor laterally uniform. Let \(\mathbf G\) denote the reciprocal vectors of the in-plane lattice, \(\mathbf r_\parallel\) the in-plane position, and

\[
\rho(\mathbf r)=\frac1A\sum_{\mathbf G}\rho_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r_\parallel},\qquad
\rho_{\mathbf G}(z)=\int_A\rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r_\parallel}\,d^2r_\parallel .
\]

The component \(\lambda(z)=\rho_{\mathbf 0}(z)\) is the charge per unit length along \(z\) in one cell, so \(\int\lambda\,dz=q\). Expand \(\phi\) in the same way. The background is laterally uniform and enters only at \(\mathbf G=\mathbf 0\). Poisson's equation \(-\nabla^2\phi=4\pi\rho_{\rm tot}\) separates into

\[
-\phi_{\mathbf 0}''=4\pi\left(\lambda-\frac qL\right),\qquad
-\phi_{\mathbf G}''+G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}\quad(\mathbf G\ne\mathbf 0).
\]

The plane waves are orthogonal over the cell, so the energy is a sum of independent parts,

\[
U_L=\frac1{2A}\int\left(\lambda-\frac qL\right)\phi_{\mathbf 0}\,dz
+\frac1{2A}\sum_{\mathbf G\neq\mathbf 0}\int\rho_{\mathbf G}^*\,\phi_{\mathbf G}\,dz .
\]

**Lemma 2.** The laterally averaged part of the energy is

\[
U_L^{(0)}=\frac{\pi q^2L}{6A}-\frac{\pi}{A}\iint\lambda(z)\lambda(z')|z-z'|\,dz\,dz'
+\frac{2\pi\,(qM_2-d^2)}{AL},
\]

where \(d=\int z\lambda\,dz\) and \(M_2=\int z^2\lambda\,dz\).

*Proof.* Consider the function

\[
g(u)=\frac{\pi L}{3}-2\pi|u|+\frac{2\pi u^2}{L},\qquad |u|\le L .
\]

Since \(|u|''=2\delta(u)\), it obeys \(-g''=4\pi\delta(u)-4\pi/L\) near the origin. For \(0\le u\le L\),

\[
g(L-u)=\frac{\pi L}3-2\pi(L-u)+\frac{2\pi(L^2-2Lu+u^2)}{L}
=\frac{\pi L}3-2\pi u+\frac{2\pi u^2}{L}=g(u).
\]

As \(g\) is even, this gives \(g(u-L)=g(u)\), which is periodicity. The slope at \(u=L/2\) is \(-2\pi+2\pi=0\), so no kink arises there. The mean of \(g\) over a period is

\[
\frac2L\int_0^{L/2}g\,du=\frac{\pi L}{3}-\frac{\pi L}{2}+\frac{\pi L}{6}=0 .
\]

Thus \(\phi_{\mathbf 0}(z)=\int g(z-z')\lambda(z')\,dz'\) is the periodic solution with zero mean. The background term \(-(q/L)\int\phi_{\mathbf 0}dz\) vanishes, and

\[
U_L^{(0)}=\frac1{2A}\iint\lambda(z)\,g(z-z')\,\lambda(z')\,dz\,dz' .
\]

The constant in \(g\) contributes \((1/2A)(\pi L/3)q^2=\pi q^2L/(6A)\). The term \(-2\pi|u|\) contributes the double integral in the lemma. For the last term, expand the square:

\[
\iint\lambda\lambda'(z-z')^2\,dz\,dz'=qM_2-2d^2+qM_2=2(qM_2-d^2).
\]

Multiplying by \((1/2A)(2\pi/L)=\pi/(AL)\) gives the stated result. \(\blacksquare\)

*Remark on reciprocal space.* Plane-wave calculations write the same energy as a sum over \(G_z=2\pi n/L\) with \(n=0\) omitted. From \(-g''=4\pi\delta-4\pi/L\), the Fourier coefficients of \(g\) are \(4\pi/(LG_z^2)\) for \(n\neq0\) and zero for \(n=0\). For a thin sheet,

\[
U_L=\frac{q^2}{2A}\,g(0)=\frac{q^2}{2A}\cdot2\sum_{n=1}^\infty\frac{4\pi}{L}\frac{L^2}{4\pi^2n^2}
=\frac{q^2L}{\pi A}\sum_{n=1}^\infty\frac1{n^2}.
\]

Since \(g(0)=\pi L/3\), this also proves that the sum equals \(\pi^2/6\). Omitting \(n=0\) is the mathematical form of adding the background. It removes an infinite term but leaves the contributions of small nonzero \(G_z\), and these grow with \(L\).

### Lemma 3: the lateral structure

**Lemma 3.** The terms with \(\mathbf G\neq\mathbf 0\) tend to a constant exponentially fast as \(L\) grows.

*Proof.* For \(|u|\le L\), the periodic solution of \(-h''+G^2h=4\pi\delta(u)\) is

\[
h_G(u)=\frac{2\pi}{G}\,\frac{\cosh[G(L/2-|u|)]}{\sinh(GL/2)} .
\]

Away from \(u=0\) it satisfies \(h''=G^2h\). At the origin its slope changes from \(+2\pi\) to \(-2\pi\), the required jump of \(-4\pi\), and it is symmetric about \(|u|=L/2\). Multiply numerator and denominator by \(2e^{-GL/2}\) to obtain

\[
h_G(u)=\frac{2\pi}{G}\,\frac{e^{-G|u|}+e^{-GL+G|u|}}{1-e^{-GL}} .
\]

Subtracting the kernel of an isolated sheet leaves

\[
h_G(u)-\frac{2\pi}{G}e^{-G|u|}=\frac{2\pi}{G}\,\frac{2e^{-GL}\cosh(Gu)}{1-e^{-GL}} .
\]

Two charges in the sheet are at most \(2w\) apart along \(z\), so \(\cosh(Gu)\le e^{2Gw}\). Let \(Q\) be the total absolute charge per cell, \(Q=\int_{\rm cell}|\rho|\,d^3r\), which bounds \(\int|\rho_{\mathbf G}|dz\). The \(L\)-dependent part of the lateral energy is then at most

\[
\frac{2\pi Q^2}{A}\sum_{\mathbf G\neq\mathbf 0}\frac{e^{-G(L-2w)}}{G\,(1-e^{-GL})} .
\]

This sum converges for \(L>2w\), because the number of reciprocal vectors up to a given length grows only as the square of that length. At large \(L\) it decays exponentially, at a rate set by the shortest nonzero \(G\). \(\blacksquare\)

**Proof of part (a).** Add Lemmas 2 and 3. The constant \(C\) is the double integral in Lemma 2 plus the isolated-sheet limit of the lateral energy, with point self-energies removed where needed. The remainder is the moment term of order \(1/L\) and an exponentially small term. \(\blacksquare\)

### The opening numbers explained

For point charges in the plane \(z=0\), the double integral, \(d\) and \(M_2\) all vanish. The constant \(C\) then contains only \(\mathbf G\neq\mathbf 0\) terms. It is the energy of one plane of point charges neutralized by a uniform background confined to that same plane.

This planar energy can be found without any repetition along \(z\). An Ewald summation, which splits the Coulomb potential into a short-ranged part summed over positions and a smooth part summed over reciprocal vectors, gives −1.4309 eV. The energies in the table come from separate three-dimensional Ewald sums.

| \(L\) (nm) | Energy (eV) | Linear term (eV) | Difference (eV) |
|---:|---:|---:|---:|
| 1 | −1.0908 | 0.1937 | −1.2845 |
| 2 | −1.0392 | 0.3874 | −1.4266 |
| 4 | −0.6561 | 0.7748 | −1.4309 |
| 8 | 0.1187 | 1.5497 | −1.4310 |
| 16 | 1.6684 | 3.0993 | −1.4309 |

From \(L=4\) nm the difference equals the planar constant to within rounding. At 2 nm it lies 4.4 meV higher and at 1 nm about 0.15 eV higher. These excesses agree with the lateral remainder of Lemma 3, which for point charges is \((\pi q^2/A)\sum_{\mathbf G\ne\mathbf 0}[\coth(GL/2)-1]/G\).

The total energy changes sign at \(1.4309/0.19371=7.39\) nm. A small energy near that length is a cancellation between the constant and the linear term, and is no sign of convergence.

## Second half: response, limits of validity and a silica sheet

A sheet of cell area \(A\) carries charge \(q\) per cell within \(|z|\le w\). It is repeated along \(z\) with period \(L\) and neutralized by a uniform background. The total absolute charge per cell is \(Q\), and \(d\) and \(M_2\) are the first and second moments of the charge along \(z\). The first half showed that, for a given charge distribution \(s\), the electrostatic energy is

\[
U_L[s]=\frac{\pi q^2L}{6A}+U_\infty[s]+R_L[s],\qquad
R_L[s]=\frac{2\pi(qM_2-d^2)}{AL}+(\text{exponentially small}),
\]

where \(U_\infty[s]\) does not depend on \(L\). For a thin sheet the field is \((2\pi q/A)(1-2z/L)\) at \(0<z\le L/2\), and odd in \(z\).

### Proof of part (b): the sheet may respond

In a defect calculation the electrons, and often the ions, adjust to the field. Consider a mean-field or density-functional description in which the total energy is minimized over states \(s\) of the sheet:

\[
\mathcal E_L=\inf_{s\in S}\left\{F[s]+U_L[s]\right\}.
\]

Here \(F\) holds everything except the classical electrostatic energy, such as kinetic and exchange-correlation energy. The set \(S\) contains states whose charge stays within \(|z|\le w\), with \(q\) fixed and total absolute charge at most \(Q\). The exchange-correlation functional is taken to be local or semilocal. Then neither \(S\) nor \(F\) depends on \(L\), because neighbouring sheets do not overlap. Nonlocal correlation, which gives the van der Waals attraction between separated sheets, is left out of this proof. This is the precise meaning of "bound" in the theorem. The infimum of \(F+U_\infty\) over \(S\) is assumed finite.

The linear term is the same for every state in \(S\) and can be taken outside the minimization:

\[
\mathcal E_L=\frac{\pi q^2L}{6A}+\inf_{s\in S}\left\{F[s]+U_\infty[s]+R_L[s]\right\}.
\]

The remainder has a bound that holds for all states at once. Since \(|q|\le Q\), \(|M_2|\le Qw^2\) and \(|d|\le Qw\),

\[
|R_L[s]|\le r_L=\frac{4\pi Q^2w^2}{AL}+(\text{exponentially small}).
\]

Adding to a functional a quantity that lies between \(-r_L\) and \(r_L\) moves its infimum by at most \(r_L\). Therefore

\[
\mathcal E_L=\frac{\pi q^2L}{6A}+\mathcal C+O(1/L),\qquad
\mathcal C=\inf_{s\in S}\{F[s]+U_\infty[s]\}.\qquad\blacksquare
\]

The response was not assumed linear. Polarization lowers \(\mathcal C\), possibly by a large amount, but it cannot change the slope. The physical reason is that a bound response only rearranges charge inside the sheet, while the field far outside is fixed by the net charge, apart from a uniform part \(4\pi d/(AL)\) that vanishes as \(L\) grows.

### Corollary: a dielectric slab

At fixed cell area, the energy of a charged sheet with bound charge grows as \(\pi q^2L/(6A)\) at large \(L\), whether or not the sheet responds to the field. What remains is to treat the dielectric slab, find where the law ends for excess electrons, and apply the results to a silica sheet and to energy corrections.
